# Singlet Fractions of Argon's 3p⁵4s J = 1 Levels from Measured Energies: verification in Python

```python
"""
Argon 3p5 4s: spin-orbit constant, exchange integral and singlet fractions.

Result under test, with x = K - zeta/4 and R = sqrt(x^2 + zeta^2/2):
  E(J=2) = Ec - K - zeta/2,   E(J=0) = Ec - K + zeta,
  E(J=1, upper/lower) = Ec + zeta/4 +- R,
  singlet fraction (upper/lower) = (1 +- x/R)/2.
K    : exchange integral (3p 4s|4s 3p); singlet-triplet splitting is 2K
zeta : spin-orbit constant of one 3p electron
Ec   : midpoint of singlet and triplet without spin-orbit coupling
All energies are in eV.  Level order in arrays: J=2, lower J=1, J=0, upper J=1.
The independent side is a determinant calculation with six electrons
in the orbitals px, py, pz, s.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares
from pyscf import gto, scf, ao2mo

# Measured excitation energies, rounded to 0.1 meV (inputs)
observed = np.array([11.5484, 11.6236, 11.7232, 11.8281])


# ---------- derived formulas ----------
def levels(K, zeta, kappa=1.0):
    """Energies relative to Ec; kappa scales the singlet-triplet coupling."""
    R = np.sqrt((K - zeta / 4)**2 + kappa**2 * zeta**2 / 2)
    return np.array([-K - zeta / 2, zeta / 4 - R, -K + zeta, zeta / 4 + R])


def upper_fraction(K, zeta, kappa=1.0):
    x = K - zeta / 4
    return 0.5 * (1 + x / np.sqrt(x**2 + kappa**2 * zeta**2 / 2))


def invert(E):
    """K and zeta from the J=1 mean and the J=0 and J=2 energies."""
    return (E[1] + E[3]) / 2 - (E[0] + E[2]) / 2, 2 * (E[2] - E[0]) / 3


def hand_fit(E):
    """First-order least-squares correction followed by inversion."""
    K, zeta = invert(E)
    x = K - zeta / 4
    R = np.sqrt(x**2 + zeta**2 / 2)
    misfit = (E[3] - E[1]) / 2 - R
    f = upper_fraction(K, zeta)
    grad = np.array([(x + zeta) / (3 * R), -f, (2 * x - zeta) / (3 * R), 1 - f])
    fitted = E - misfit * grad / (grad @ grad)
    return invert(fitted), fitted, misfit


# ---------- determinant calculation ----------
def annihilator(k, n=8):
    op = np.eye(1)
    for m in range(n):
        if m < k:
            factor = np.diag([1.0, -1.0])
        elif m == k:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        op = np.kron(op, factor)
    return op


ann = [annihilator(k) for k in range(8)]
electrons = np.rint(sum(np.diag(a.T @ a) for a in ann)).astype(int)
six = np.where(electrons == 6)[0]
one = [[(ann[P].T @ ann[Q])[np.ix_(six, six)] for Q in range(8)]
       for P in range(8)]
hop = [[one[2 * p][2 * q] + one[2 * p + 1][2 * q + 1] for q in range(4)]
       for p in range(4)]
s_count = np.rint(np.diag(hop[3][3])).astype(int)
config = np.where(s_count == 1)[0]      # the 12 states of p5 s
closed = np.where(s_count == 0)[0]      # the closed shell p6
assert len(config) == 12 and len(closed) == 1
block = np.ix_(config, config)


def two_body(eri):
    H = np.zeros((len(six), len(six)))
    for p, q, r, s in np.argwhere(eri != 0):
        term = hop[p][q] @ hop[r][s]
        if q == r:
            term = term - hop[p][s]
        H += 0.5 * eri[p, q, r, s] * term
    return H[block]


direct = np.zeros((4,) * 4)             # p-p repulsion and direct p-s repulsion
exchange = np.zeros((4,) * 4)           # p-s exchange with K = 1
F0, F2, J_ps = 1.3, 0.2, 0.7            # arbitrary test values
for p in range(3):
    direct[p, p, 3, 3] = direct[3, 3, p, p] = J_ps
    for a, b in [(p, 3), (3, p)]:
        for c, d in [(p, 3), (3, p)]:
            exchange[a, b, c, d] = 1.0
    for q in range(3):
        direct[p, p, q, q] = F0 + 4 * F2 if p == q else F0 - 2 * F2
        if p != q:
            direct[p, q, p, q] = direct[p, q, q, p] = 3 * F2
H_direct, H_exchange = two_body(direct), two_body(exchange)
assert np.allclose(H_direct, H_direct[0, 0] * np.eye(12), atol=1e-12)

eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H_so = np.zeros((12, 12), complex)
spin = [np.zeros((12, 12), complex) for _ in range(3)]
for k in range(3):
    for a in range(2):
        for b in range(2):
            for p in range(4):
                spin[k] += pauli[k, a, b] / 2 * one[2 * p + a][2 * p + b][block]
            for p in range(3):
                for q in range(3):
                    H_so += (-1j * eps[k, p, q] * pauli[k, a, b] / 2
                             * one[2 * p + a][2 * q + b][block])
singlet_projector = np.eye(12) - sum(s @ s for s in spin) / 2
dipole_vector = hop[3][2][config, closed[0]]   # z dipole acting on p6


def determinant_states(K, zeta):
    w, v = np.linalg.eigh(H_direct + K * H_exchange + zeta * H_so)
    return w - w.mean() - K / 2, v      # zero at the singlet-triplet midpoint


def level_properties(K, zeta, energy):
    """Degeneracy, singlet fraction and share of dipole strength."""
    w, v = determinant_states(K, zeta)
    sel = v[:, abs(w - energy) < 1e-9]
    n = sel.shape[1]
    frac = np.trace(sel.conj().T @ singlet_projector @ sel).real / n
    amp = sel.conj().T @ dipole_vector
    share = np.vdot(amp, amp).real / (dipole_vector @ dipole_vector)
    return n, frac, share


for K, zeta in [(0.09, 0.117), (0.5, 0.03), (0.01, 0.2), (0.3, 0.41)]:
    formula = levels(K, zeta)
    w, _ = determinant_states(K, zeta)
    assert np.allclose(w, np.sort(np.repeat(formula, [5, 3, 1, 3])), atol=1e-10)
    f = upper_fraction(K, zeta)
    for energy, expected in [(formula[3], f), (formula[1], 1 - f)]:
        n, frac, share = level_properties(K, zeta, energy)
        assert n == 3
        assert abs(frac - expected) < 1e-8 and abs(share - expected) < 1e-8

K_small = 1e-5
jj_upper = level_properties(K_small, 0.1, levels(K_small, 0.1)[3])[1]
assert abs(jj_upper - 1 / 3) < 1e-3
equal_upper = level_properties(0.025, 0.1, levels(0.025, 0.1)[3])[1]
assert abs(equal_upper - 0.5) < 1e-8

# ---------- fit to argon ----------
K_raw, zeta_raw = invert(observed)
R_raw = np.sqrt((K_raw - zeta_raw / 4)**2 + zeta_raw**2 / 2)
(K_fit, zeta_fit), fitted, misfit = hand_fit(observed)
f_up = upper_fraction(K_fit, zeta_fit)
f_low = 1 - f_up
Ec_fit = fitted[0] + K_fit + zeta_fit / 2


def determinant_residual(par):
    w, _ = determinant_states(par[1], par[2])
    model = np.array([w[:5].mean(), w[5:8].mean(), w[8], w[9:].mean()])
    return 1e3 * (par[0] + model - (observed - observed.mean()))


full = least_squares(determinant_residual, [0.05, 0.08, 0.12], jac='3-point',
                     xtol=1e-13, ftol=1e-13, gtol=1e-13)
assert np.allclose(full.x[1:], [K_fit, zeta_fit], atol=5e-6)
f_full = level_properties(full.x[1], full.x[2],
                          levels(full.x[1], full.x[2])[3])[1]
assert abs(f_full - f_up) < 1e-4
residual = observed - fitted

# ---------- omission of one level ----------
mean1 = (observed[1] + observed[3]) / 2
half = (observed[3] - observed[1]) / 2
omitted = {}
for used, name in [(3, "lower J=1"), (1, "upper J=1")]:
    d = observed[used] - observed[0]
    K = (d - zeta_raw / 2 - zeta_raw**2 / (2 * (d - zeta_raw))) / 2
    omitted[name] = (K, zeta_raw, [0, 2, used])
h = mean1 - observed[2]
z = 2 * (-h + np.sqrt(3 * half**2 - 2 * h**2)) / 3
omitted["J=2"] = (h + 0.75 * z, z, [1, 2, 3])
for K, zeta, kept in omitted.values():
    difference = levels(K, zeta)[kept] - observed[kept]
    assert np.ptp(difference) < 1e-10
f_omit = {name: upper_fraction(v[0], v[1]) for name, v in omitted.items()}
# Without J=0: K = a - 3 zeta/4 is fixed, and zeta is scanned
a = mean1 - observed[0]
R_bound = a / np.sqrt(3)
scan = np.linspace(0, 0.5, 50001)
R_scan = np.sqrt((a - scan)**2 + scan**2 / 2)
assert abs(R_scan.min() - R_bound) < 1e-7 and R_bound > half

rounding = max(abs(upper_fraction(*hand_fit(observed + 5e-5 * np.array(s))[0])
                   - f_up) for s in itertools.product([-1, 1], repeat=4))

# ---------- size of neglected effects: CIS with 3p holes ----------
hartree = const.physical_constants['Hartree energy in eV'][0]


def cis(basis_name):
    # f and g functions cannot enter the ground state or these P states
    basis = [b for b in gto.basis.load(basis_name, 'Ar') if b[0] <= 2]
    for exponent in [0.03, 0.015, 0.0075, 0.00375]:
        basis += [[0, [exponent, 1.0]], [2, [exponent, 1.0]]]
    mol = gto.M(atom='Ar 0 0 0', basis={'Ar': basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    Co, Cv = mf.mo_coeff[:, 6:9], mf.mo_coeff[:, 9:]
    nv = Cv.shape[1]
    eri = mol.intor('int2e', aosym='s8')
    iajb = ao2mo.general(eri, (Co, Cv, Co, Cv), compact=False)
    ijab = ao2mo.general(eri, (Co, Co, Cv, Cv), compact=False)
    iajb = iajb.reshape(3 * nv, 3 * nv)
    ijab = ijab.reshape(3, 3, nv, nv).transpose(0, 2, 1, 3)
    gap = (mf.mo_energy[None, 9:] - mf.mo_energy[6:9, None]).ravel()
    A_trip = np.diag(gap) - ijab.reshape(3 * nv, 3 * nv)
    e_t, x_t = np.linalg.eigh(A_trip)
    e_s, x_s = np.linalg.eigh(A_trip + 2 * iajb)
    for e in (e_t, e_s):                # lowest level is a threefold P term
        assert e[2] - e[0] < 1e-5 and e[3] - e[2] > 1e-3
    O = x_s[:, :3].T @ x_t[:, :3]
    overlap = np.sqrt(np.sum(O**2) / 3)
    ang = np.concatenate([np.full(mol.bas_nctr(b) * (2 * mol.bas_angular(b) + 1),
                                  mol.bas_angular(b)) for b in range(mol.nbas)])
    S = mol.intor('int1e_ovlp')
    dd = np.where(ang == 2)[0]
    weights = []
    for x in (x_s, x_t):
        Y = (Cv @ x[:, 0].reshape(3, nv).T)[dd]
        weights.append(np.trace(Y.T @ S[np.ix_(dd, dd)] @ Y))
    return np.array([(e_s[0] - e_t[0]) * hartree / 2, overlap, *weights])


cis_small, cis_large = cis('aug-cc-pvtz'), cis('aug-cc-pvqz')
shift = cis_large - cis_small
assert abs(shift[0]) < 5e-3 and abs(shift[1]) < 3e-3
assert 0.5 < cis_large[0] / K_fit < 2
kappa = cis_large[1]
refit = least_squares(
    lambda q: 1e3 * (q[0] + levels(q[1], q[2], kappa)
                     - (observed - observed.mean())),
    [0.05, 0.09, 0.117], jac='3-point', xtol=1e-13, ftol=1e-13, gtol=1e-13)
f_refit = upper_fraction(refit.x[1], refit.x[2], kappa)

# ---------- output ----------
names = ["J=2", "lower J=1", "J=0", "upper J=1"]
per_cm = const.e / (const.h * const.c) / 100
for name, E in zip(names, observed):
    print(f"Input energy {name}: {E:.4f} eV")
print(f"Direct inversion zeta: {zeta_raw:.5f} eV")
print(f"Direct inversion K: {K_raw:.5f} eV")
print(f"Direct inversion x = K - zeta/4: {K_raw - zeta_raw/4:.5f} eV")
print(f"Predicted half-splitting R: {R_raw:.5f} eV")
print(f"Observed half-splitting: {half:.5f} eV")
print(f"Misfit g: {1e3*misfit:.3f} meV")
print(f"Direct inversion upper fraction: {upper_fraction(K_raw, zeta_raw):.4f}")
print(f"Fitted Ec: {Ec_fit:.5f} eV")
print(f"Fitted zeta: {zeta_fit:.5f} eV = {zeta_fit*per_cm:.1f} cm^-1")
print(f"Fitted K: {K_fit:.5f} eV = {K_fit*per_cm:.1f} cm^-1")
print(f"Fitted singlet-triplet splitting 2K: {2*K_fit:.5f} eV")
for name, r in zip(names, residual):
    print(f"Observed minus fitted, {name}: {1e3*r:.3f} meV")
print(f"Full numerical fit zeta, K: {full.x[2]:.5f}, {full.x[1]:.5f} eV")
print(f"Singlet fraction, upper J=1: {f_up:.4f}")
print(f"Singlet fraction, lower J=1: {f_low:.4f}")
print(f"Upper fraction for K = 1e-5 eV, zeta = 0.1 eV: {jj_upper:.4f}")
print(f"Upper fraction for K = zeta/4: {equal_upper:.4f}")
for name, f in f_omit.items():
    print(f"Upper fraction with {name} omitted: {f:.4f}")
print(f"Without J=0, smallest possible R: {R_bound:.5f} eV")
print(f"Largest fraction shift from input rounding: {rounding:.5f}")
for i, name in [(1, "lower"), (3, "upper")]:
    wavelength = const.h * const.c / (observed[i] * const.e) * 1e9
    print(f"Vacuum wavelength, {name} J=1 to ground: {wavelength:.2f} nm")
ratio = f_up / f_low * (observed[3] / observed[1])**3
print(f"Ratio of singlet fractions upper/lower: {f_up/f_low:.3f}")
print(f"Decay-rate ratio upper/lower: {ratio:.3f}")
print(f"CIS K, larger basis: {cis_large[0]:.4f} eV")
print(f"CIS K, basis shift: {1e3*shift[0]:.3f} meV")
print(f"CIS singlet-triplet spatial overlap: {kappa:.5f}")
print(f"CIS overlap, basis shift: {shift[1]:.6f}")
print(f"CIS d-wave weight, singlet: {cis_large[2]:.5f}")
print(f"CIS d-wave weight, triplet: {cis_large[3]:.5f}")
print(f"CIS d-wave basis shifts: {shift[2]:.6f}, {shift[3]:.6f}")
print(f"Upper fraction refitted with overlap: {f_refit:.4f}")
print(f"Largest residual of that refit: {np.max(np.abs(refit.fun)):.3f} meV")
print("PASS")
```

Printed output:

```
Input energy J=2: 11.5484 eV
Input energy lower J=1: 11.6236 eV
Input energy J=0: 11.7232 eV
Input energy upper J=1: 11.8281 eV
Direct inversion zeta: 0.11653 eV
Direct inversion K: 0.09005 eV
Direct inversion x = K - zeta/4: 0.06092 eV
Predicted half-splitting R: 0.10247 eV
Observed half-splitting: 0.10225 eV
Misfit g: -0.224 meV
Direct inversion upper fraction: 0.7972
Fitted Ec: 11.69667 eV
Fitted zeta: 0.11645 eV = 939.2 cm^-1
Fitted K: 0.08992 eV = 725.2 cm^-1
Fitted singlet-triplet splitting 2K: 0.17984 eV
Observed minus fitted, J=2: -0.128 meV
Observed minus fitted, lower J=1: 0.177 meV
Observed minus fitted, J=0: -0.004 meV
Observed minus fitted, upper J=1: -0.045 meV
Full numerical fit zeta, K: 0.11645, 0.08992 eV
Singlet fraction, upper J=1: 0.7970
Singlet fraction, lower J=1: 0.2030
Upper fraction for K = 1e-5 eV, zeta = 0.1 eV: 0.3334
Upper fraction for K = zeta/4: 0.5000
Upper fraction with lower J=1 omitted: 0.7968
Upper fraction with upper J=1 omitted: 0.7990
Upper fraction with J=2 omitted: 0.7972
Without J=0, smallest possible R: 0.10245 eV
Largest fraction shift from input rounding: 0.00032
Vacuum wavelength, lower J=1 to ground: 106.67 nm
Vacuum wavelength, upper J=1 to ground: 104.82 nm
Ratio of singlet fractions upper/lower: 3.927
Decay-rate ratio upper/lower: 4.137
CIS K, larger basis: 0.1461 eV
CIS K, basis shift: 0.540 meV
CIS singlet-triplet spatial overlap: 0.99334
CIS overlap, basis shift: -0.000365
CIS d-wave weight, singlet: 0.00053
CIS d-wave weight, triplet: 0.00884
CIS d-wave basis shifts: 0.000027, 0.001039
Upper fraction refitted with overlap: 0.7987
Largest residual of that refit: 0.172 meV
PASS
```
